Hydrogen in one, two and three optimised Gaussians

**Problem**

Take the hydrogen atom without relativity, with a point nucleus of infinite mass. In atomic units (energies in hartree, lengths in bohr)

H = −½∇² − 1/r, ψ(r) = e^(−r)/√π, E₀ = −1/2.

The trial function φ is a sum of n Gaussians centred on the nucleus, with real coefficients. Every exponent and coefficient is free, and the energy alone decides their values.

(a) For n = 1, find the best exponent, the energy, φ(0) and ⟨r²⟩ in closed form.

(b) Derive the equations for n Gaussians and solve them for n = 2 and n = 3. The search over exponents is numerical.

(c) Find the ratio −⟨V⟩/⟨T⟩ at each optimum. Does it measure the quality of φ?

(d) Compare the errors of the energy, φ(0) and ⟨r²⟩ as n grows, and explain the differences.

Errors are trial minus exact, and percentages are relative to the magnitude of the exact value.

**Hints**

1. Three integrals suffice: those of e^(−pr²), r²e^(−pr²) and e^(−pr²)/r over all space. The second follows from the first by differentiating with respect to p.

2. Write the kinetic energy as ½∫|∇φ|² d³r.

3. For fixed exponents the best coefficients solve a linear problem. An outer search then needs to vary the exponents only.

4. For (c), stretch the whole function uniformly and ask how each part of the energy responds.

5. For (d), put φ = ψ + δ and count powers of δ. Then ask where in space δ is large.

**Solution**

**The integrals.** For p > 0,

∫ e^(−pr²) d³r = (π/p)^(3/2).

Applying −d/dp to both sides gives

∫ r² e^(−pr²) d³r = (3/(2p)) (π/p)^(3/2).

In the third integral the volume element 4πr² dr cancels the singularity:

∫ e^(−pr²)/r d³r = 4π ∫₀^∞ r e^(−pr²) dr = 2π/p.

**(a) One Gaussian.** Let φ = N e^(−αr²). Its square has p = 2α, so normalisation requires N²(π/(2α))^(3/2) = 1, or

N = (2α/π)^(3/4).

Since ∇e^(−αr²) = −2α **r** e^(−αr²), the kinetic energy is

⟨T⟩ = ½ · 4α² · 3/(2·2α) = 3α/2,

where the norm integral has cancelled against N². The potential energy is

⟨V⟩ = −N² · 2π/(2α) = −(2α/π)^(3/2) · 2 · (π/(2α)) = −2√(2α/π).

Hence

E(α) = 3α/2 − 2√(2α/π).

Squeezing the function raises the kinetic energy in proportion to α, but deepens the attraction only as √α. For small α the attraction dominates and E is negative; for large α the kinetic energy wins. The minimum lies between:

dE/dα = 3/2 − √(2/π) α^(−1/2) = 0,

√α = (2/3)√(2/π), α = 8/(9π) ≈ 0.2829.

The second derivative, ½√(2/π) α^(−3/2), is positive. At this point ⟨T⟩ = (3/2)·8/(9π) = 4/(3π), and ⟨V⟩ = −2·(2/3)·(2/π) = −8/(3π). Therefore

E = −4/(3π) ≈ −0.4244 hartree = −11.549 eV.

For the height at the nucleus, 2α/π = 16/(9π²) = (4/(3π))², so

φ(0) = (4/(3π))^(3/2) = 8/(3√3 π^(3/2)) ≈ 0.2765 bohr^(−3/2).

The exact height is 1/√π ≈ 0.5642. The ratio is 8/(3√3 π), so about half the height is missing.

The mean square radius follows from the second integral with p = 2α:

⟨r²⟩ = 3/(4α) = 27π/32 ≈ 2.651 bohr².

The exact value is 4∫₀^∞ r⁴e^(−2r) dr = 4·4!/2⁵ = 3 bohr².

**(b) Several Gaussians.** Let gᵢ be the normalised Gaussian with exponent αᵢ, and φ = Σᵢ cᵢgᵢ. With p = αᵢ + αⱼ the overlap is

Sᵢⱼ = (4αᵢαⱼ/π²)^(3/4) (π/p)^(3/2) = (2√(αᵢαⱼ)/p)^(3/2).

The gradients contribute a factor 4αᵢαⱼr², so

Tᵢⱼ = ½ · 4αᵢαⱼ · (3/(2p)) Sᵢⱼ = (3αᵢαⱼ/p) Sᵢⱼ.

Dividing the attraction integral by the overlap integral gives (2π/p)(p/π)^(3/2) = 2√(p/π), hence

Vᵢⱼ = −2√(p/π) Sᵢⱼ, (r²)ᵢⱼ = (3/(2p)) Sᵢⱼ.

The energy obeys E Σᵢⱼ cᵢcⱼSᵢⱼ = Σᵢⱼ cᵢcⱼHᵢⱼ, with H = T + V. Differentiate with respect to cₖ and set ∂E/∂cₖ = 0. Both matrices are symmetric, so a common factor 2 cancels, leaving

Σⱼ (Hₖⱼ − E Sₖⱼ) cⱼ = 0.

The lowest root E is the best energy for the given exponents. The outer search varies the exponents until this root is lowest. Four different starting points led to the same minimum for each n. This supports the result, but does not prove that no lower minimum exists.

For n = 2 the search gives α₁ = 0.20153 and α₂ = 1.33250 bohr⁻². One evaluation at these values shows the arithmetic. Here p = 1.53403 and √(α₁α₂) = 0.51821, so

S₁₂ = (2 × 0.51821/1.53403)^(3/2) = 0.5553.

The diagonal elements come from E(α) in part (a), and the other from Tᵢⱼ + Vᵢⱼ:

H₁₁ = −0.414079, H₂₂ = 0.156690, H₁₂ = −0.484469 hartree.

A nonzero solution c requires a vanishing determinant:

(H₁₁ − E)(H₂₂ − E) − (H₁₂ − E S₁₂)² = 0.

Collecting powers of E,

(1 − S₁₂²)E² + (2H₁₂S₁₂ − H₁₁ − H₂₂)E + H₁₁H₂₂ − H₁₂² = 0,

0.691612 E² − 0.280689 E − 0.299592 = 0.

The lower root is

E = (0.280689 − 0.952676)/(2 × 0.691612) = −0.48581 hartree.

The second Gaussian alone has positive energy, yet adding it lowers the total: what matters is the coupling H₁₂ − E S₁₂ = −0.2147. The first row of the linear equations gives

c₂/c₁ = −(H₁₁ − E)/(H₁₂ − E S₁₂) = 0.07173/0.21468 = 0.3341.

Normalisation, c₁² + c₂² + 2c₁c₂S₁₂ = 1, then gives c₁ = 0.8212 and c₂ = 0.2744. The properties follow:

φ(0) = Σᵢ cᵢ(2αᵢ/π)^(3/4) = 0.17605 + 0.24255 = 0.4186 bohr^(−3/2),

⟨r²⟩ = 3c₁²/(4α₁) + 3c₁c₂S₁₂/p + 3c₂²/(4α₂)
= 2.510 + 0.245 + 0.042 = 2.797 bohr².

For n = 3 the same procedure gives

exponents: 0.15138, 0.68129, 4.50036 bohr⁻²,
coefficients: 0.64768, 0.40788, 0.07048,
E = −0.49698 hartree,
φ(0) = 0.1120 + 0.2180 + 0.1552 = 0.4852 bohr^(−3/2),
⟨r²⟩ = 2.923 bohr².

The smallest exponent has fallen and the largest has risen: the set extends both outward and inward. The steepest Gaussian has a coefficient of only 0.07, yet supplies about a third of φ(0), because its own height at the nucleus is large.

In electronvolts the two energies are −13.22 and −13.52, against the exact −13.61. The energy cannot rise when a Gaussian is added and all parameters are reoptimised, since a zero coefficient recovers the smaller set. This argument says nothing about φ(0) or ⟨r²⟩; their steady improvement here is a numerical finding.

**(c) The virial ratio.** Stretch a normalised φ into φ_η(r) = η^(3/2) φ(ηr). Substituting s = ηr, the two derivatives in H bring out η² and the factor 1/r brings out η:

E(η) = η²⟨T⟩ + η⟨V⟩.

The minimum is at η = −⟨V⟩/(2⟨T⟩), where E = −⟨V⟩²/(4⟨T⟩).

Stretching a sum of Gaussians merely multiplies every exponent by η², so it stays within the family being optimised. At the optimum no stretching can help. Thus η = 1, and

−⟨V⟩/⟨T⟩ = 2, E = −⟨T⟩.

This holds for n = 1, 2 and 3 alike, although the first function has lost half its height at the nucleus. The ratio shows that the overall scale gives the lowest energy for the given shape, not that the shape is right. Minimising −⟨V⟩²/(4⟨T⟩) directly, with the integrals done numerically, reproduces the n = 2 and n = 3 energies.

**(d) Three errors compared.** The percentage errors are

n = 1: energy +15.12, φ(0) −50.99, ⟨r²⟩ −11.64
n = 2: energy +2.84, φ(0) −25.81, ⟨r²⟩ −6.77
n = 3: energy +0.60, φ(0) −14.00, ⟨r²⟩ −2.58

From n = 1 to n = 3 the energy error shrinks by a factor of 25, that of φ(0) by 3.6 and that of ⟨r²⟩ by 4.5. The energy is not the most accurate of the three at the start: for n = 1 its percentage error exceeds that of ⟨r²⟩. Its advantage lies in how fast it improves.

To see why, write φ = ψ + δ with φ normalised. Then

E − E₀ = ⟨ψ + δ|H − E₀|ψ + δ⟩.

Since (H − E₀)ψ = 0 and H is Hermitian, every term containing ψ vanishes:

E − E₀ = ⟨δ|H − E₀|δ⟩.

The energy error is quadratic in δ. The other two are

φ(0) − ψ(0) = δ(0),

⟨r²⟩ − 3 = 2⟨ψ|r²|δ⟩ + ⟨δ|r²|δ⟩.

The first is linear, and the second has a linear part, because ψ is not an eigenfunction of r². For n = 3 the two parts of the ⟨r²⟩ error are −0.113 and +0.036 bohr², with sum −0.077. One should not expect the energy error to be the square of another error, since δ changes its shape as well as its size from one n to the next.

The energy does control the overlap with ψ. Expand φ in the s eigenstates, including the continuum. Every state other than ψ lies at or above −1/8, so

E − E₀ ≥ (−1/8 + 1/2)(1 − |⟨ψ|φ⟩|²),

1 − |⟨ψ|φ⟩|² ≤ (E − E₀)/(3/8).

For n = 3 this bound is 0.0081, while the actual loss is 0.0012. A small loss of overlap therefore coexists with a 14 % error at the nucleus.

The two properties weight the function differently: φ(0) depends on the nucleus alone, while ⟨r²⟩ gives more weight to larger distances. Near the nucleus, ψ has slope −ψ(0), while a finite sum of Gaussians has

φ′(r) = −2r Σᵢ αᵢcᵢ(2αᵢ/π)^(3/4) e^(−αᵢr²),

which vanishes at r = 0. The cusp is replaced by a rounded top. This top could still have the right height, but the lowest energy does not require it. For n = 1 the right height needs α = π^(1/3)/2 ≈ 0.732, which raises the energy to −0.267 hartree, because the whole function is then too narrow. An additional, very steep Gaussian can change the height without narrowing the whole function. Variation 1 adds one to the exact ψ and shows that its cost in energy tends to zero as its exponent grows. A small energy error therefore does not by itself guarantee the right height at this single point. At 1 bohr φ/ψ is 1.004, 1.002 and 1.004 for n = 1, 2, 3, so the deficit at the nucleus does not persist that far. This does not mean that the functions agree everywhere outside the nucleus: for n = 1 the ratio, proportional to e^(r − αr²), merely crosses one there and rises to 1.19 at r = 1/(2α) ≈ 1.77 bohr.

Far out, the term with the smallest exponent α₁ dominates, and φ/ψ is proportional to e^(r − α₁r²). This tends to zero for any finite set. At 5 bohr the ratio is 0.06, 0.30 and 0.67 for n = 1, 2, 3. The factor r² magnifies this loss. The region beyond 4 bohr contributes −0.291, −0.238 and −0.123 bohr² to the error of ⟨r²⟩, whose totals are −0.349, −0.203 and −0.077 bohr². For n = 2 and 3 the outer deficit exceeds the total, so an excess inside 4 bohr cancels part of it. The value of ⟨r²⟩ then looks better than the tail really is.

**Variation 1: does a nearly exact energy guarantee φ(0) and ⟨r²⟩?**

No. First add a narrow spike of fixed height h:

φ = ψ + h e^(−br²), with b large.

This φ is not normalised, so the quadratic formula must be divided by ⟨φ|φ⟩. With the norm and energy of one Gaussian from part (a),

E − E₀ = h² (π/(2b))^(3/2) [3b/2 − 2√(2b/π) + 1/2] / ⟨φ|φ⟩.

As b → ∞ the norm of the spike vanishes and ⟨φ|φ⟩ → 1. The leading term is

E − E₀ ≈ (3/2) h² (π/2)^(3/2) b^(−1/2) → 0.

The energy becomes exact while φ(0) → ψ(0) + h remains wrong. The spike's kinetic energy density grows as b, but its volume shrinks as b^(−3/2).

Now add instead a faint, wide, normalised Gaussian g with exponent β:

φ = ψ + εg, ε² = 4βk/3, with k > 0 fixed.

As β → 0, ε → 0, so ⟨φ|φ⟩ → 1 and the energy error, ε²[3β/2 − 2√(2β/π) + 1/2]/⟨φ|φ⟩, vanishes. But the added function contributes ε² · 3/(4β) = k to ⟨r²⟩. The cross term is at most 2ε(2β/π)^(3/4) ∫ψr² d³r, which vanishes because the integral is finite. Thus ⟨r²⟩ → 3 + k.

So a small E − E₀ does not by itself guarantee a small error in either property. For ⟨r²⟩ this construction shows only that the value can be too large. The improvement found in (d) belongs to these particular optimised sets. For properties governed by the nucleus or the tail, one must check convergence of the property itself, with steeper or more diffuse functions added as needed.

**Variation 2: how do the results change for a one-electron ion of nuclear charge Z?**

Substitute r = s/Z in H = −½∇² − Z/r. The kinetic term gains Z², and the attraction gains Z from the charge and Z from 1/r:

H = Z² (−½∇ₛ² − 1/s).

The hydrogen problem returns, with energies multiplied by Z². A Gaussian e^(−αs²) becomes e^(−αZ²r²), so every optimal exponent is also multiplied by Z². For n = 1,

α = 8Z²/(9π), E = −4Z²/(3π).

Normalisation multiplies φ(0) by Z^(3/2), and ⟨r²⟩ is divided by Z². The exact quantities scale in the same way, so the percentage errors in (d) hold for every Z and the optimised coefficients of the normalised Gaussians are unchanged. This requires the same non-relativistic point-nucleus Hamiltonian, which becomes a poorer description of a real ion as Z grows. With a second electron the result fails: the repulsion gains one factor Z from 1/r₁₂, not two, so the Hamiltonian no longer scales as a whole.

The full set of values is in the numerical output below.

Values computed for the example and the checks

```
exact: E = -0.500000 hartree = -13.6057 eV
exact: psi(0) = 0.564190 bohr^-3/2, <r^2> = 3.000000 bohr^2
exact: probability inside 0.1 bohr = 0.001148
n=1: exponents (bohr^-2) = 0.28294
n=1: coefficients of normalised Gaussians = 1.00000
n=1: starts reaching this minimum = 4 of 4
n=1: E = -0.424413 hartree = -11.5489 eV
n=1: T = 0.424413, V = -0.848826 hartree, -V/T = 2.000000
n=1: phi(0) = 0.276492 bohr^-3/2, <r^2> = 2.650719 bohr^2
n=1: E error = 0.075587 hartree, relative to |E exact| = 15.117 %
n=1: phi(0) error = -50.99 %, <r^2> error = -11.64 %
n=1: lost squared overlap = 0.043165, bound = 0.201565
n=1: <r^2> error (bohr^2): linear = -0.74090, quadratic = 0.39162
n=1: <r^2> error (bohr^2): total = -0.34928, from r > 4 bohr = -0.29144
n=1: phi/psi at 1 bohr = 1.0039, at 5 bohr = 0.0616
n=2: exponents (bohr^-2) = 0.20153, 1.33250
n=2: coefficients of normalised Gaussians = 0.82123, 0.27440
n=2: starts reaching this minimum = 4 of 4
n=2: E = -0.485813 hartree = -13.2196 eV
n=2: T = 0.485813, V = -0.971625 hartree, -V/T = 2.000000
n=2: phi(0) = 0.418596 bohr^-3/2, <r^2> = 2.796989 bohr^2
n=2: E error = 0.014187 hartree, relative to |E exact| = 2.837 %
n=2: phi(0) error = -25.81 %, <r^2> error = -6.77 %
n=2: lost squared overlap = 0.006693, bound = 0.037833
n=2: <r^2> error (bohr^2): linear = -0.33484, quadratic = 0.13183
n=2: <r^2> error (bohr^2): total = -0.20301, from r > 4 bohr = -0.23777
n=2: phi/psi at 1 bohr = 1.0017, at 5 bohr = 0.3003
n=2: S12 = 0.555327
n=2: H11 = -0.414079, H12 = -0.484469, H22 = 0.156690 hartree
n=2: secular A E^2 + B E + C, A = 0.691612, B = -0.280689 hartree, C = -0.299592 hartree^2
n=2: secular roots = -0.485813, 0.891660 hartree
n=3: exponents (bohr^-2) = 0.15138, 0.68129, 4.50036
n=3: coefficients of normalised Gaussians = 0.64768, 0.40788, 0.07048
n=3: starts reaching this minimum = 4 of 4
n=3: E = -0.496979 hartree = -13.5235 eV
n=3: T = 0.496979, V = -0.993959 hartree, -V/T = 2.000000
n=3: phi(0) = 0.485216 bohr^-3/2, <r^2> = 2.922600 bohr^2
n=3: E error = 0.003021 hartree, relative to |E exact| = 0.604 %
n=3: phi(0) error = -14.00 %, <r^2> error = -2.58 %
n=3: lost squared overlap = 0.001247, bound = 0.008055
n=3: <r^2> error (bohr^2): linear = -0.11341, quadratic = 0.03601
n=3: <r^2> error (bohr^2): total = -0.07740, from r > 4 bohr = -0.12309
n=3: phi/psi at 1 bohr = 1.0036, at 5 bohr = 0.6696
error reduction factor from n=1 to n=3: E 25.02, phi(0) 3.64, <r^2> 4.51
```
